\section*{Grain-boundary barriers: why vacancies are blocked exp(x)/2 times more than holes, part 2}

An acceptor-doped oxide has a grain boundary whose thin, positively charged core repels holes ($z=1$) and oxygen vacancies ($z=2$). The question is how much more the depletion layers resist each carrier than the bulk does. Here $e>0$ is the elementary charge, $kT$ the thermal energy and $\varepsilon$ the permittivity. The acceptors are immobile and fully ionized, with charge $-e$ and uniform density $N$; in the bulk, vacancies compensate them.

At distance $s$ from the core, the potential relative to the bulk is $\phi=\Phi v^2$, with $v=1-s/L$, barrier $\Phi$ and layer width $L=\sqrt{2\varepsilon\Phi/(eN)}$. This Mott--Schottky profile neglects the vacancies' charge inside the layer. The peak field is $F=2\Phi/L$, and $x=e\Phi/kT$. Carrier densities vary as $\exp(-ze\phi/kT)$, and mobilities are uniform.

The enhancement $E_z$ is the mean resistivity of the layers for carrier $z$ divided by its bulk resistivity. With $a=zx$ and Dawson's function $D(y)=e^{-y^2}\int_0^y e^{w^2}\,dw$,
\begin{equation}
E_z=\frac{1}{\sqrt a}\int_0^{\sqrt a}e^{w^2}\,dw
=\frac{e^aD(\sqrt a)}{\sqrt a} .
\label{eq:dawson}
\end{equation}
With $t=a(1-v^2)$, this is also
\begin{equation}
E_z=\frac{e^a}{2a}\int_0^a\frac{e^{-t}}{\sqrt{1-t/a}}\,dt .
\label{eq:tip}
\end{equation}
For large $a$,
\begin{equation}
E_z=\frac{e^a}{2a}\left[1+\frac1{2a}+\frac3{4a^2}+O(a^{-3})\right] .
\label{eq:asymptotic}
\end{equation}
The resistance is then concentrated in a tip beside the core, of thickness $\ell_z=kT/(zeF)$. The excess resistance, over that of the bulk that would fill the same space, is proportional to $E_z-1$.

The example has $\Phi=0.50$ V at 600 K, $kT=51.70$ meV, $x=9.67$, $N=10^{19}$ cm$^{-3}$, $\varepsilon=1.417\times10^{-9}$ F/m (relative permittivity 160), $L=29.7$ nm, $F=0.0336$ V/nm, $\ell_1=1.54$ nm, $\ell_2=0.77$ nm, $E_1=871$ and $E_2=6.67\times10^6$.

\section{The ratio of enhancements and its limits}

The symbols carried over are these. The barrier potential is $\Phi$, $x=e\Phi/kT$, and $z$ is 1 for holes and 2 for vacancies. The depletion layer on each side has width $L$ and the profile $\phi=\Phi(1-s/L)^2$, where $s$ is the distance from the core; the peak field is $F=2\Phi/L$. The acceptor density is $N$, the permittivity is $\varepsilon$, and the resistive tip has thickness $\ell_z=kT/(zeF)$. The mean resistivity of the layers relative to the bulk is $E_z=e^{a}D(\sqrt a)/\sqrt a$ with $a=zx$ and $D$ Dawson's function. For large $a$ it is $(e^a/2a)[1+1/(2a)+3/(4a^2)+\cdots]$. The example has $x=9.67$, $L=29.7$ nm, $E_1=871$ and $E_2=6.67\times10^6$.

Dividing the expression for $z=2$ by that for $z=1$ gives
\begin{equation}
\frac{E_2}{E_1}
=\frac{e^{2x}D(\sqrt{2x})/\sqrt{2x}}{e^xD(\sqrt x)/\sqrt x}
=e^x\frac{D(\sqrt{2x})}{\sqrt2\,D(\sqrt x)} .
\label{eq:ratio}
\end{equation}
For a strong barrier, insert $a=2x$ in the expansion for vacancies and $a=x$ in that for holes:
\begin{equation}
\frac{E_2}{E_1}=\frac{e^{2x}/4x}{e^x/2x}\;
\frac{1+\dfrac1{4x}+\dfrac3{16x^2}+\cdots}
{1+\dfrac1{2x}+\dfrac3{4x^2}+\cdots} .
\end{equation}
The first fraction is $e^x/2$. The reciprocal of the last denominator is
\begin{equation}
1-\frac1{2x}+\left(\frac14-\frac34\right)\frac1{x^2}+\cdots
=1-\frac1{2x}-\frac1{2x^2}+\cdots .
\end{equation}
On multiplying by the numerator, the coefficient of $1/x$ is $1/4-1/2=-1/4$. That of $1/x^2$ is $3/16-1/8-1/2=-7/16$. Therefore
\begin{equation}
\frac{E_2}{E_1}=\frac{e^x}{2}
\left[1-\frac1{4x}-\frac7{16x^2}+O(x^{-3})\right] .
\label{eq:law}
\end{equation}
The resistivity enhancement for vacancies exceeds that for holes by the factor $e^x/2$ in the limit of a strong barrier. It is a ratio that is meant, not a difference.

The half has a simple origin. Beside the core the resistance of each carrier is approximately the top resistivity times the tip thickness. The top resistivity is larger for vacancies by $e^x$. The tip is thinner by a factor of two, because the same field changes the energy of a doubly charged particle twice as fast.

In the example the simple law gives $e^x/2=7921$, while equation (\ref{eq:ratio}) gives 7659, or 0.967 of it. The bracket in equation (\ref{eq:law}) is $1-0.0259-0.0047=0.969$; the remaining difference belongs to higher terms. If the barrier were inferred by setting the ratio equal to $e^x/2$, the error would be
\begin{equation}
\frac{kT}{e}\ln(0.967)=-1.7\ \mathrm{mV} .
\end{equation}
Leaving out the factor $1/2$ as well would lower the inferred barrier by a further $(kT/e)\ln2=36$ mV.

For a weak barrier the law fails. As $x\to0$, $D(y)\simeq y$, and equation (\ref{eq:ratio}) tends to 1, whereas $e^x/2$ tends to $1/2$. At $x=1$ equation (\ref{eq:ratio}) gives 1.19 times the simple law, although the neglect of the mobile vacancies' charge is itself poor for so low a barrier. A numerical root search on equation (\ref{eq:ratio}) finds that the two agree at $x=1.62$, and a numerical minimization between $x=2$ and 10 finds the lowest quotient, 0.889, at $x=3.2$. The quotient is 0.917 at $x=5$, 0.968 at 10 and 0.986 at 20. The agreement at $x=1.62$ is a crossing and does not mark the start of the strong-barrier regime.

The parabola is not essential to the leading law. Suppose that the potential has its maximum at the core and falls away from it with a finite slope $-F$. If the slope changes little over $kT/(eF)$, the resistance integral on one side is approximately
\begin{equation}
\int_0^\infty \exp\left[zx-\frac{zeFs}{kT}\right]ds
=e^{zx}\frac{kT}{zeF},
\end{equation}
and the ratio is again $e^x/2$. The profiles $\phi=\Phi(1-s/L)^p$ show what the shape does change. The substitution $t=a(1-v^p)$ gives $dv=-(1/pa)(1-t/a)^{1/p-1}dt$, and hence
\begin{equation}
E_z=\frac{e^a}{pa}\left[1+\left(1-\frac1p\right)\frac1a+\cdots\right].
\end{equation}
The ratio is then $(e^x/2)[1-(1-1/p)/(2x)+\cdots]$. For $p=2$ the correction is the $-1/(4x)$ found above.

A smooth, flat top behaves differently. If $\phi\simeq\Phi(1-s^2/b^2)$ near the core, with $b$ a length, the integral is
\begin{equation}
\int_0^\infty \exp\left[zx-\frac{zxs^2}{b^2}\right]ds
=e^{zx}\,\frac b2\sqrt{\frac{\pi}{zx}},
\end{equation}
and the ratio becomes $e^x/\sqrt2$. The factor $1/2$ is thus a mark of a cusp, which in turn requires the core charge to be confined to a region much thinner than the tips. In the example, core charge spread evenly over 0.8 nm would raise the ratio by 11 per cent if the top of the barrier stayed at 0.50 V.

The Mott--Schottky charge density omits the vacancies that remain near the layer edge. Let $\psi=e\phi/kT$. Bulk neutrality sets the vacancy density at $N/2$, so the charge density is
\begin{equation}
2e\frac N2e^{-2\psi}-eN=-eN(1-e^{-2\psi}) .
\end{equation}
With distance measured in units of $\sqrt{\varepsilon kT/(e^2N)}$, Poisson's equation is $\psi''=1-e^{-2\psi}$. Multiplying by $\psi'$ and integrating from the bulk, where $\psi=\psi'=0$, gives
\begin{equation}
(\psi')^2=2\psi-1+e^{-2\psi} .
\end{equation}
The parabola has $(\psi')^2=2\psi$. In a strong barrier the vacancies therefore replace $\psi$ by $\psi-1/2$ in the slope near the core. Changing the integration variable from distance to $t=z(x-\psi)$, the resistance is approximately
\begin{equation}
\frac{e^{zx}}{z\sqrt{2X}}\int_0^{zX}\frac{e^{-t}}{\sqrt{1-t/(zX)}}\,dt,
\qquad X=x-\frac12 ,
\end{equation}
which is the earlier integral with $X$ in place of $x$ outside the leading exponential. Equation (\ref{eq:law}) thus keeps its prefactor, and its bracket takes the argument $X$.

For the example, $\psi''=1-e^{-2\psi}$ was integrated numerically by a Runge--Kutta method from the tail to the core, together with the excess resistances, whose integrands are $e^{z\psi}-1$. The excess is used because the tail has no sharp edge. Per width $L$, the hole excess is 3 per cent above $E_1$. The ratio of the two excesses is 7647, which is 0.15 per cent below $E_2/E_1$. The slope at the core has changed by more than the ratio, since it cancels from the leading law.

Full ionization of the acceptors is a further assumption, and for iron it can fail in the bulk, because iron can trap a hole and become neutral. Take $10^{21}$ cm$^{-3}$ band states, $10^{15}$ cm$^{-3}$ bulk holes, a trap 0.9 eV deep and equal statistical weights for the two charge states. Only 3 per cent of the iron is then charged in the bulk, although nearly all of it is charged beside the core. With this charge density in Poisson's equation, the ratio of the excesses is 7404 and the hole excess is 33 per cent above $E_1$. The ratio is again much less sensitive than the separate enhancements.

Some neglected effects are larger. A real core has a thickness. Let it be $w=0.8$ nm, and suppose first that each carrier has in it the density found at the barrier top and its bulk mobility. Half of the core then adds $w/2$ to the equivalent tip thickness $LE_ze^{-zx}$, which is 1.635 nm for holes and 0.790 nm for vacancies. The ratio becomes
\begin{equation}
e^x\frac{0.790+0.4}{1.635+0.4}=9.27\times10^3,
\end{equation}
an increase of 21 per cent. A core much thicker than the tips, with the same flat potential throughout, would bring the ratio to $e^x$. If instead the core resists holes in this way but lets vacancies through freely, the numerator loses its 0.4 and the ratio falls to $6.15\times10^3$, which is 20 per cent below the original value. The sign of the effect depends on the structure of the core.

The acceptors are also discrete. Suppose that they are placed at random, and that each shifts the potential at a distance $r$ by an amount of size $e/(4\pi\varepsilon r)$. Summing the variance over a sphere of radius $L$ gives
\begin{equation}
\delta^2=N\int_0^L\left(\frac{e}{4\pi\varepsilon r}\right)^2
4\pi r^2\,dr
=\left(\frac{e}{4\pi\varepsilon}\right)^2 4\pi NL,
\end{equation}
so that $\delta=17.4$ mV. Treat the boundary as parallel patches whose barriers have a Gaussian spread $\delta$ about a fixed mean. If $g$ is the shift in units of $\delta$ and $\gamma=e\delta/kT=0.337$, the mean conductance is multiplied by
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-z\gamma g-g^2/2}}{\sqrt{2\pi}}\,dg
=e^{z^2\gamma^2/2},
\end{equation}
because the exponent equals $-(g+z\gamma)^2/2+z^2\gamma^2/2$. Current prefers the low patches, and vacancies gain more from them. The ratio of enhancements is multiplied by $e^{(1-4)\gamma^2/2}=0.844$, a reduction of 16 per cent. The sum ignores screening. If the shift in potential is instead held at zero at the outer edges of the two layers, $\delta$ falls to 12.3 mV and the reduction to 8 per cent. Both are rough sizes, since the patches are taken to conduct independently.

The lattice step matters less. If ions hop between planes a distance $d=0.39$ nm apart over symmetric barriers, the resistance of a hop is set by the potential midway. For a straight tip the sum over hops is
\begin{equation}
d\sum_{j=0}^{\infty}e^{-(j+1/2)d/\ell_z}
=\frac{d/2}{\sinh(d/2\ell_z)}
\simeq\ell_z\left(1-\frac{d^2}{24\ell_z^2}\right).
\end{equation}
The reductions are 0.3 per cent for holes and 1.1 per cent for vacancies. Summing over the actual parabola, with the same step for both carriers, lowers the ratio by 0.8 per cent. This sum places one plane of sites at the core. If the core lies midway between two planes, the ratio rises by 1.6 per cent when the central hop is given the potential at its midpoint, and falls by 2.5 per cent when it is given the mean potential of its two end sites.

For holes, drift and diffusion must also be slow compared with thermal emission over the top. With hole density $p_0$ there, diffusion through both tips has resistance $2\ell_1/(e\mu_1p_0)$ per unit area, where $\mu_1$ is the hole mobility. Emission has resistance $kT/(e^2p_0v)$, with $v=\sqrt{kT/2\pi m}$ and $m$ the hole mass. The second divided by the first is $\mu_1F/(2v)$. A mobility of 0.3 cm$^2$/Vs and the free-electron mass give 1.3 per cent, so diffusion dominates for these inputs. The band density of states used below, $10^{21}$ cm$^{-3}$, corresponds to a mass nearer six free-electron masses, which gives about 3 per cent. With so low a mobility the implied mean free path, below 0.1 nm, is shorter than the lattice step, so the emission formula is only a rough guide here.

The largest density of electrons is found at the core, which attracts them. Take $10^{21}$ cm$^{-3}$ states in each band, a gap of 2.9 eV and $10^{15}$ cm$^{-3}$ holes in the bulk. The product of the electron and hole densities is then $(10^{21})^2e^{-2.9\,\mathrm{eV}/kT}$ cm$^{-6}$. At the core the holes number $6.3\times10^{10}$ cm$^{-3}$ and the electrons $6.9\times10^6$ cm$^{-3}$. The electron density there divided by the hole density grows as $e^{2x}$, and with these inputs the densities would meet at a barrier of about 0.74 V. Near that point an electronic measurement no longer gives a hole enhancement. The failure begins earlier if electrons are the more mobile: with ten times the hole mobility, and free exchange between electrons and holes, the electronic enhancement is already 10 per cent below the hole value at 0.65 V.

The example's inputs are rough values for iron-doped strontium titanate ceramics; they do not describe one measured sample. Of the effects estimated above, the core and the random acceptors matter most: the core moves the ratio by about 20 per cent under the assumptions made for it, and the random acceptors by roughly 8 to 16 per cent. At a ratio near 7700, a change of 20 per cent corresponds to about $0.2kT/e=10$ mV in the inferred barrier. A core in which the mobilities differ from those of the bulk can matter far more. If the vacancies alone are ten times slower there, the ratio becomes $3.7\times10^4$, and the barrier inferred from it is too high by about 80 mV. Acceptors that gathered near the core while the ceramic was hot would steepen the potential there. By the argument above this leaves the leading law in place if the slope remains nearly constant across the tip. At the same barrier height, an excess acceptor density of $10N$ at the core that decays exponentially over 2 nm lowers the ratio by 7 per cent; an excess of $100N$ that decays over 1 nm lowers it by about 20 per cent. The peak field also lowers the permittivity. If the field is $P/\varepsilon+\beta P^3$ at polarization $P$, its slope in $P$ rises by the fraction $3\beta\varepsilon P^2$. With a rough $\beta=7\times10^9$ V m$^5$/C$^3$ and $P\simeq\varepsilon F$, this is 7 per cent for the uniform profile. It again acts mainly on the slope of the potential, which rises by less than 2 per cent, while the ratio moves by about 0.1 per cent. The fraction grows as the square of the field. For the excess of $100N$ the peak field is about 1.4 MV/cm and the fraction exceeds one, so the 20 per cent given for that case, which assumes a constant permittivity, is only a rough size.

Temperature acts strongly through $x$. With the barrier held at 0.50 V, the ratio is $5.3\times10^4$ at 500 K and $1.9\times10^3$ at 700 K. In a real boundary the barrier may itself change with temperature, so these values do not predict a measured temperature series. A comparison of partial resistances also requires that holes and vacancies keep their separate currents. If they exchange rapidly with neutral oxygen in the layer, current can pass from one carrier to the other, and the two resistance integrals can no longer be measured independently.

Numerical values quoted here were computed with a short program.
